# Vavilov's Energy-Loss Law and Its Landau and Gaussian Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. From single collisions to the characteristic function

Protons of one energy enter a silicon layer and leave it with a spread of energies. Each proton gives up energy in many separate collisions with electrons, and both the number of collisions and their violence vary from proton to proton. Most collisions transfer little, but a few transfer hundreds of times more than the rest. In a thin layer the rare violent collisions produce a long tail towards large loss. In a thick layer every proton suffers many of them, and the distribution becomes nearly symmetric. One formula covers both cases, provided that it respects the largest energy that a single electron can receive.

The algebra uses atomic units, $\hbar=e=m_e=1$, in which the speed of light is $c\approx137$. An ion of charge $Z$, mass $M$ (in electron masses, $M\gg1$) and speed $v=\beta c$ crosses a layer of thickness $x$ that holds $n$ electrons per unit volume. The total energy loss is $\Delta$ and the loss in one collision is $\varepsilon$. Three assumptions hold throughout the derivation: collisions are independent, the charge of the ion is fixed, and $v$ changes so little across the layer that the collision law is the same at every depth.

### The law of a single collision

Take first a nonrelativistic ion and a free electron at rest. In the rest frame of the heavy ion the electron arrives with speed $v$ and impact parameter $b$, is attracted by the force $Z/r^2$, and leaves with speed $v$ after a deflection through the angle $\theta$. Its velocity changes by $2v\sin(\theta/2)$, directed along the symmetry axis of the orbit.

Let $\phi$ be the polar angle measured from that axis. For an attractive force the orbit sweeps the angle $\pi+\theta$, so $\phi$ runs from $-(\pi+\theta)/2$ to $(\pi+\theta)/2$. Angular momentum conservation, $r^2\dot\phi=bv$, gives $dt=r^2d\phi/(bv)$. The impulse along the axis therefore has the magnitude

$$
\int\frac{Z}{r^2}\cos\phi\,dt=\frac{Z}{bv}\int\cos\phi\,d\phi
=\frac{2Z}{bv}\sin\frac{\pi+\theta}{2}=\frac{2Z}{bv}\cos\frac\theta2 .
$$

Equating this to $2v\sin(\theta/2)$ gives $\tan(\theta/2)=Z/(bv^2)$. A change of velocity is the same in both frames, and in the laboratory the electron started at rest. Its final energy there is the transfer:

$$
\varepsilon=\tfrac12\left(2v\sin\tfrac\theta2\right)^2
=\frac{2v^2}{1+\cot^2(\theta/2)}=\frac{2v^2}{1+b^2v^4/Z^2}. \tag{1}
$$

The largest transfer is $\varepsilon_m=2v^2$, reached at $b=0$. Since $\varepsilon$ falls as $b$ grows, the cross-section for a transfer above $\varepsilon$ is $\pi b^2$. Solving (1) for $b^2$ yields

$$
\sigma(>\varepsilon)=\pi b^2=\frac{2\pi Z^2}{v^2}\left(\frac1\varepsilon-\frac1{\varepsilon_m}\right),
\qquad
-\frac{d\sigma(>\varepsilon)}{d\varepsilon}=\frac{2\pi Z^2}{v^2\varepsilon^2}. \tag{2}
$$

Numerically integrated trajectories with $Z=1$, $v=20$ and $b=0.002$, $0.004$ and $0.01$ reproduce the first relation with a largest relative error of $2.5\times10^{-4}$. Nonrelativistic quantum mechanics gives the same Coulomb cross-section.

Two relativistic changes are needed. The first is in $\varepsilon_m$. The centre-of-mass frame moves with the velocity $\beta_c c$, and in it the electron first has the velocity $-\beta_cc$. A head-on collision reverses this to $+\beta_cc$. With $\gamma_c=(1-\beta_c^2)^{-1/2}$, the transformation back to the laboratory gives the electron the energy $c^2\gamma_c^2(1+\beta_c^2)$. Subtracting its rest energy $c^2$, and using $\gamma_c^2-1=\gamma_c^2\beta_c^2$, leaves $\varepsilon_m=2c^2\gamma_c^2\beta_c^2$.

The product $\gamma_c\beta_c$ is the total momentum times $c$, divided by the total energy in the centre-of-mass frame. The ion has momentum $\gamma M\beta c$ and energy $\gamma Mc^2$, where $\gamma=(1-\beta^2)^{-1/2}$. The squared centre-of-mass energy is $(\gamma Mc^2+c^2)^2-(\gamma M\beta c^2)^2=c^4(M^2+2\gamma M+1)$, so

$$
\varepsilon_m=\frac{2c^2\beta^2\gamma^2}{1+2\gamma/M+1/M^2}. \tag{3}
$$

The second change is a factor $1-\beta^2\varepsilon/\varepsilon_m$ in the cross-section. It is taken here as an input: it is the lowest-order quantum result for an electron scattered by a heavy, spinless charge. The mean number of collisions in the layer with transfer in $d\varepsilon$ is then $x\,w_0(\varepsilon)\,d\varepsilon$, with

$$
x\,w_0(\varepsilon)=\xi\left(\frac1{\varepsilon^2}-\frac{\beta^2}{\varepsilon\,\varepsilon_m}\right),
\quad 0<\varepsilon\le\varepsilon_m,\qquad \xi=\frac{2\pi Z^2nx}{v^2}. \tag{4}
$$

The energy $\xi$ grows in proportion to the thickness. Its ratio to the largest transfer,

$$
\kappa=\frac{\xi}{\varepsilon_m}, \tag{5}
$$

has a direct meaning. Integrating (4) from $\varepsilon_m/2$ to $\varepsilon_m$ gives $\kappa(1-\beta^2\ln2)$. For a slow ion, $\kappa$ is thus the mean number of collisions in the upper half of the range of transfers. A layer is called thin when $\kappa\ll1$ and thick when $\kappa\gg1$.

### The balance equation

Let $f(\Delta,x)$ be the probability density of the loss at depth $x$, and let $w(\varepsilon)$ be the true collision spectrum per unit length. In a real medium the electrons are bound, and the total collision rate $\int w\,d\varepsilon$ is taken to be finite. In a further step $dx$ an ion has no collision with probability $1-dx\int w\,d\varepsilon$. Otherwise, to first order in $dx$, it has one collision, and it reaches the loss $\Delta$ from $\Delta-\varepsilon$. Collecting the terms of order $dx$ gives

$$
\frac{\partial f(\Delta,x)}{\partial x}=\int w(\varepsilon)\left[f(\Delta-\varepsilon,x)-f(\Delta,x)\right]d\varepsilon . \tag{6}
$$

Define $\varphi(s,x)=\int e^{-s\Delta}f(\Delta,x)\,d\Delta$. Shifting the argument of $f$ by $\varepsilon$ multiplies this transform by $e^{-s\varepsilon}$, so (6) becomes an ordinary differential equation:

$$
\frac{\partial\varphi}{\partial x}=-\varphi\int w(\varepsilon)\left(1-e^{-s\varepsilon}\right)d\varepsilon .
$$

No energy has been lost at $x=0$, hence $\varphi(s,0)=1$. Because $w$ does not depend on depth, the solution is

$$
\ln\varphi(s)=-x\int w(\varepsilon)\left(1-e^{-s\varepsilon}\right)d\varepsilon . \tag{7}
$$

### Separating the mean loss

The mean loss is $D=-\varphi'(0)=x\int\varepsilon\,w\,d\varepsilon$. The free-electron spectrum (4) cannot supply it, since $\int d\varepsilon/\varepsilon$ diverges at small $\varepsilon$. Distant, gentle collisions depend on how the electrons are bound. The remedy is to write $1-e^{-s\varepsilon}=s\varepsilon-(e^{-s\varepsilon}-1+s\varepsilon)$ in (7):

$$
\ln\varphi(s)=-sD+x\int w(\varepsilon)\left(e^{-s\varepsilon}-1+s\varepsilon\right)d\varepsilon . \tag{8}
$$

This is still an identity. The bracket now behaves as $s^2\varepsilon^2/2$ at small $\varepsilon$, so the integral converges for the free spectrum. Vavilov's approximation takes $D$ from the stopping power and replaces $w$ by $w_0$ in the remaining integral.

The error of this replacement can be bounded on the imaginary axis $s=i\omega$. Taylor's formula with the integral remainder gives

$$
e^{-iy}-1+iy=-\int_0^y(y-t)e^{-it}dt,\qquad
\left|e^{-iy}-1+iy\right|\le\frac{y^2}{2}.
$$

The exponent in (8) therefore changes by no more than

$$
\left|\delta\ln\varphi(i\omega)\right|\le\frac{\omega^2}{2}\,\xi B,\qquad
\xi B=x\int\left|w-w_0\right|\varepsilon^2d\varepsilon . \tag{9}
$$

The energy $B$ is set by the binding of the electrons. The values of $\omega$ that matter are of the order of the inverse width of the distribution. Part II shows that the width is of order $\xi$ in a thin layer and $\sqrt{\xi\varepsilon_m}$ in a thick one. The bound is then of order $B/(2\xi)$ or $B/(2\varepsilon_m)$ respectively. Small binding energies compared with $\xi$ are thus a condition on the thin-layer theory, and a layer can be too thin for it.

### The closed form

Insert (4) into (8) and substitute $\varepsilon=\varepsilon_mu$ and $z=s\varepsilon_m$. The first term of the spectrum acquires the factor $\xi/\varepsilon_m=\kappa$ and the second the factor $\kappa\beta^2$:

$$
\ln\varphi=-sD+\kappa\int_0^1\frac{e^{-zu}-1+zu}{u^2}du
-\kappa\beta^2\int_0^1\frac{e^{-zu}-1+zu}{u}du . \tag{10}
$$

Both integrals reduce to the function

$$
\mathrm{Ein}(z)=\int_0^1\frac{1-e^{-zu}}{u}du . \tag{11}
$$

The second integral in (10) is $z-\mathrm{Ein}(z)$ by inspection. Integrate the first by parts, with $1/u^2$ as the derivative of $-1/u$. The boundary term vanishes at $u=0$, where it behaves as $z^2u/2$, and the result is

$$
\int_0^1\frac{e^{-zu}-1+zu}{u^2}du
=-(e^{-z}-1+z)+\int_0^1\frac{z-ze^{-zu}}{u}du
=1-e^{-z}-z+z\,\mathrm{Ein}(z).
$$

Adding the two contributions gives Vavilov's characteristic function:

$$
\boxed{\;\ln\varphi(s)=-sD+\kappa\left[1-e^{-z}-(1+\beta^2)z+(z+\beta^2)\,\mathrm{Ein}(z)\right],\quad z=s\varepsilon_m .\;} \tag{12}
$$

Direct quadrature of the integrals in (10) confirms the square bracket. The points used were $(z,\beta^2)=(2.5,\,0.3)$, $(7i,\,0.9)$, $(40i,\,0.5)$ and $(3+5i,\,0)$, and the largest absolute difference was $2.9\times10^{-14}$.

For large $|z|$ a second form of Ein is useful. With $t=zu$ and $z>0$, split the integral at $t=1$:

$$
\mathrm{Ein}(z)=\ln z+\int_z^\infty\frac{e^{-t}}t\,dt
+\left[\int_0^1\frac{1-e^{-t}}t\,dt-\int_1^\infty\frac{e^{-t}}t\,dt\right].
$$

Integrating by parts with $1/t$ as the derivative of $\ln t$ turns the square bracket into $-\int_0^\infty e^{-t}\ln t\,dt$. This is Euler's constant $\gamma_E=0.5772$. Hence

$$
\mathrm{Ein}(z)=\ln z+\gamma_E+E_1(z),\qquad E_1(z)=\int_1^\infty\frac{e^{-zu}}u\,du , \tag{13}
$$

and analytic continuation extends this to the imaginary axis, $z\ne0$, with the principal logarithm.

### Inversion and cumulants

On $s=i\omega$ the transform is a Fourier transform, so

$$
f(\Delta)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i\omega\Delta}\varphi(i\omega)\,d\omega
=\frac1\pi\int_0^\infty\mathrm{Re}\left[e^{i\omega\Delta}\varphi(i\omega)\right]d\omega . \tag{14}
$$

The second form holds because $f$ is real. The integral converges: at large $\omega$ the term $\kappa z\ln z$ with $z=i\omega\varepsilon_m$ has the real part $-\pi\xi\omega/2$, and the other real terms grow at most logarithmically.

The approximation has a side effect. For real $s\to\infty$, (12) grows as $\xi s\ln s$, whereas a loss that cannot be negative has $\varphi(s)\le1$ for $s>0$. The law (12) therefore assigns some probability to $\Delta<0$. This is a trace of the free-electron spectrum at small transfers.

The cumulants $k_r$ are defined by $\ln\varphi=\sum_r(-s)^rk_r/r!$. Expanding the exponential in (8) gives $k_1=D$ and, for $r\ge2$,

$$
k_r=\int_0^{\varepsilon_m}\varepsilon^r\,\xi\left(\frac1{\varepsilon^2}-\frac{\beta^2}{\varepsilon\varepsilon_m}\right)d\varepsilon
=\xi\varepsilon_m^{r-1}A_r,\qquad A_r=\frac1{r-1}-\frac{\beta^2}r . \tag{15}
$$

The second cumulant is the variance $\sigma^2=\xi\varepsilon_m(1-\beta^2/2)$. For a slow ion it becomes $4\pi Z^2nx$, in which the speed has cancelled: a faster ion makes fewer collisions, but its largest transfers are greater. The third cumulant divided by $\sigma^3$ is the skewness

$$
\gamma_1=\frac{A_3}{A_2^{3/2}\sqrt\kappa}
=\frac{1/2-\beta^2/3}{(1-\beta^2/2)^{3/2}}\,\frac1{\sqrt\kappa} . \tag{16}
$$

For $\kappa=0.8$ and $\beta^2=0.6$, the second to fourth cumulants of the density computed from (14) agree with (15) to better than one part in $10^5$. A separate comparison added up random collisions one at a time for 100,000 ions with $\kappa=0.3$ and $\beta^2=0.8$. Transfers below $0.02\,\xi$ were left out, and $D$ was taken from the same truncated spectrum. The cumulative distribution of the sample differed from that of (12) by at most 0.0028, which is of the size of the sampling noise, $1/\sqrt{100{,}000}\approx0.003$.

## II. Thin layers, thick layers and protons in silicon

The loss $\Delta$ has the mean $D$, which comes from the stopping power. Collisions with transfer $\varepsilon\le\varepsilon_m$ occur with the spectrum (4), whose strength is $\xi\propto x$. The parameter $\kappa=\xi/\varepsilon_m$ measures how many violent collisions an ion suffers. The transform $\varphi(s)$ of the loss density is (12), with $z=s\varepsilon_m$; its inversion is (14), its cumulants are (15), and its skewness is (16). The energy $B$ in (9) measures the effect of electron binding.

### The thin layer

When $\kappa\ll1$, the loss varies on the scale $\xi$, far below $\varepsilon_m$. Set $s=p/\xi$, so that $z=p/\kappa$ is large for fixed $p$. By (13), $\mathrm{Ein}(z)$ then approaches $\ln z+\gamma_E$. The terms of (12) proportional to $z$ give

$$
\kappa z\left[\ln z+\gamma_E-1-\beta^2\right]
=p\left[\ln p-\ln\kappa+\gamma_E-1-\beta^2\right]. \tag{17}
$$

The inversion (14) also contains $s\Delta-sD=p(\Delta-D)/\xi$. Adding this to (17) makes the exponent $p\ln p+\lambda p$, with the single variable

$$
\lambda=\frac{\Delta-D}\xi-(1-\gamma_E)-\beta^2-\ln\kappa . \tag{18}
$$

Since $i\,d\omega=ds=dp/\xi$, the density takes the Landau form

$$
f(\Delta)\simeq\frac1\xi\,g(\lambda),\qquad
g(\lambda)=\frac1{2\pi i}\int_{-i\infty}^{i\infty}e^{p\ln p+\lambda p}\,dp . \tag{19}
$$

The shape no longer depends on $\kappa$ or $\beta$; these enter through the position alone.

What has been dropped is known in full. Subtracting (17) from the $\kappa$ term of (12), with Ein written as in (13), leaves

$$
R=\kappa\left[1-e^{-z}+zE_1(z)+\beta^2\mathrm{Ein}(z)\right]
=\kappa\left[1-E_2(z)+\beta^2\mathrm{Ein}(z)\right]. \tag{20}
$$

Here $E_2(z)=\int_1^\infty e^{-zu}u^{-2}du=e^{-z}-zE_1(z)$, by one integration by parts.

On $p=iy$ with $y>0$, $|1-E_2|\le2$. Also $|1-e^{-it}|$ is at most $t$ and at most 2, so $|\mathrm{Ein}|\le1+2\ln(y/\kappa)$ for $y>\kappa$ and $|\mathrm{Ein}|\le1$ for $y\le\kappa$. The weight in (19) has the magnitude $e^{-\pi y/2}$, so large $y$ does not contribute. The error of $\xi f$ is therefore at most of order $\kappa[1+\beta^2\ln(1/\kappa)]$, uniformly in $\lambda$, and it vanishes as $\kappa\to0$.

With $\beta^2$ held at 0.5 and $\lambda$ sampled between $-2.5$ and 8, the largest absolute difference between $\xi f$ and $g$ is 0.01093 for $\kappa=0.02$ and 0.00148 for $\kappa=0.002$.

Vavilov's characteristic function has been derived from the law of single collisions, and in a thin layer it leads to the Landau form with an error that vanishes as $\kappa\to0$. What remains is to interpret that error, evaluate the Landau density, treat the thick layer, and apply the results to 10 MeV protons in silicon, including the effects of binding and slowing.
